# Uehling Corrections to the Hyperfine Splitting of a Heavy 1s State

**Q.** A nuclear dipole has the vector potential $\boldsymbol\mu\times\mathbf r/r^3$. Why should the vacuum alter it at all?

**A.** The photon field couples to electron–positron pairs, so a field exchanged between two sources can propagate partly as a pair. I work to first order in this one-loop effect. For the pair calculation alone, take $\hbar=c=1$, $e^2=4\pi\alpha$ and metric $(+,-,-,-)$.

Current conservation and Lorentz invariance leave one unknown function $R$:

$$\sum_n(2\pi)^3\delta^4(p-p_n)\langle0|j^\mu|n\rangle\langle n|j^\nu|0\rangle=(p^\mu p^\nu-g^{\mu\nu}p^2)R(p^2).$$

To lowest order $n$ is one pair. In its rest frame, with $p^2=s$, summing $\mu=\nu=i$ over space gives $3sR$ on the right. On the left, let $H=\boldsymbol\alpha\cdot\mathbf k+\beta m$, so $H^2=E^2$, and use the projectors $(1\pm H/E)/2$:

$$\sum|u^\dagger\alpha_iv|^2=\tfrac14\Big[12-\frac{\mathrm{tr}(H\alpha_iH\alpha_i)}{E^2}\Big].$$

Terms linear in $H$ have no trace. Since $\sum_i\alpha_iH\alpha_i=-\boldsymbol\alpha\cdot\mathbf k-3\beta m$, the remaining trace is $-4(k^2+3m^2)$. With $k^2=E^2-m^2$ and $s=4E^2$, the spin sum is $4+2m^2/E^2=4(1+2m^2/s)$.

The phase-space integral is $\int d^3k\,\delta(\sqrt s-2E)=2\pi kE$, and $kE=(s/4)\sqrt{1-4m^2/s}$. Hence

$$3sR=\frac{4\pi\alpha}{(2\pi)^3}\,2\pi kE\;4\Big(1+\frac{2m^2}{s}\Big),\qquad R=\frac{\alpha}{3\pi}\Big(1+\frac{2m^2}{s}\Big)\sqrt{1-\frac{4m^2}{s}}.$$

**Q.** That describes currents creating pairs. How does it become a static field?

**A.** The field equation $\partial^2A^\mu=j^\mu$ gives $\langle0|A^\mu|n\rangle=-\langle0|j^\mu|n\rangle/s$. The field correlator therefore has weight $sR/s^2=R/s$ multiplying $-g^{\mu\nu}$; the $p^\mu p^\nu$ part vanishes between conserved sources. In the same normalization a free particle of squared mass $s_0$ has weight $\delta(s-s_0)$. Pairs thus add massive exchanges to the massless one:

$$\frac1{q^2}\;\to\;\frac1{q^2}+\int_{4m^2}^\infty ds\,\frac{R(s)}{s(s+q^2)}.$$

The coefficient of $1/q^2$ is one because charges and moments are expressed through the charge measured at long range. Replacing the bare charge in the second term would matter only beyond first order in $\alpha$.

Set $s=4m^2t^2$, so $ds/s=2dt/t$. The added term is

$$\frac{2\alpha}{3\pi}\int_1^\infty dt\,\frac{w(t)}{q^2+4m^2t^2},\qquad w=\frac{\sqrt{t^2-1}}{t^2}\Big(1+\frac1{2t^2}\Big).$$

From here on I use atomic units, $\hbar=m=e=1$, $c=1/\alpha$, with Gaussian fields. The inverse range $2mt$ becomes $\lambda=2ct$. Fourier transformation of $4\pi/(q^2+\lambda^2)$ gives $e^{-\lambda r}/r$, so the Coulomb kernel $1/r$ is multiplied by $1+S_{\rm el}$, where

$$S_{\rm el}(r)=\frac{2\alpha}{3\pi}\int_1^\infty dt\,w\,e^{-2crt}.$$

**Q.** Then you could multiply the dipole potential by the same factor.

**A.** No, because a dipole field contains a derivative of the kernel. The dipole current is $\mathbf j=c\nabla\times(\boldsymbol\mu\delta)$. For a kernel $K=e^{-\lambda r}/r$,

$$\mathbf A=\nabla\times(\boldsymbol\mu K)=\nabla K\times\boldsymbol\mu,\qquad K'=-\frac{(1+\lambda r)e^{-\lambda r}}{r^2}.$$

Reversing the cross product removes the minus sign:

$$\mathbf A=\frac{\boldsymbol\mu\times\mathbf r}{r^3}(1+\lambda r)e^{-\lambda r}.$$

Adding the massless part and the weighted massive parts gives

$$\mathbf A=\frac{\boldsymbol\mu\times\mathbf r}{r^3}(1+S_{\rm mag}),\quad S_{\rm mag}=\frac{2\alpha}{3\pi}\int_1^\infty dt\,w(1+2crt)e^{-2crt}.$$

In conventional units $2crt$ is $2mrt$ with $\hbar=c=1$. The ratio $S_{\rm mag}/S_{\rm el}$ is a weighted average of $1+2crt$, hence at least $1+2cr$. At 0.01 angstrom, with $1/c=0.003862$ angstrom, this bound is 6.2; the computed ratio is $6.28\times10^{-6}/8.58\times10^{-7}\approx7.3$. A small current loop summed with the Uehling kernel tests the dipole formula.

**Q.** Which electron does this field act on? A heavy ion needs the Dirac equation.

**A.** I take a 1s electron, a point charge $Z$ and a point dipole. With $\mathbf n=\mathbf r/r$ and a two-spinor $\chi$,

$$\psi=\frac1{r\sqrt{4\pi}}\begin{pmatrix}G\chi\\-iF\,\boldsymbol\sigma\cdot\mathbf n\,\chi\end{pmatrix}.$$

The radial equations, including rest energy, are

$$c(-F'-F/r)+(-Z/r+c^2-E)G=0,$$
$$c(G'-G/r)+(-Z/r-c^2-E)F=0.$$

Try $G=r^\gamma e^{-Zr}$ and $F=\eta G$. Matching both powers of $r$ gives

$$\gamma=\sqrt{1-Z^2\alpha^2},\quad E=\gamma c^2,\quad \eta=-\frac{Z\alpha}{1+\gamma}.$$

Two forms will be useful: $c(1+\gamma)\eta=-Z$ and $Z\eta=-c(1-\gamma)$.

An electron of charge $-1$ has $c\boldsymbol\alpha\cdot(\mathbf p+\mathbf A/c)$, so the interaction is $\boldsymbol\alpha\cdot\mathbf A$. For the bare dipole its two off-diagonal spinor products are equal and contain

$$-i(\boldsymbol\sigma\cdot(\boldsymbol\mu\times\mathbf n))(\boldsymbol\sigma\cdot\mathbf n)=\boldsymbol\sigma\cdot[\mathbf n(\mathbf n\cdot\boldsymbol\mu)-\boldsymbol\mu].$$

The angular average is $-\frac23\boldsymbol\sigma\cdot\boldsymbol\mu$, and two products give $-\frac43\boldsymbol\sigma\cdot\boldsymbol\mu\int GF\,dr/r^2$ for a normalized state. Define the radial operator $O=\sigma_x/r^2$, acting on $(G,F)$, and $a=\langle O\rangle$, which is $2\int GF\,dr/r^2$. Since $\boldsymbol\sigma=2\mathbf J$ within the 1s doublet and $\boldsymbol\mu=(\mu/I)\mathbf I$,

$$\Delta E=A_{\rm hfs}\,\mathbf I\cdot\mathbf J,\qquad A_{\rm hfs}=-\frac43\frac{\mu}{I}a.$$

To evaluate $a$, let $\xi=2Zr$. The normalized density in $\xi$ is $\rho=\xi^{2\gamma}e^{-\xi}/\Gamma(2\gamma+1)$. Also $\eta^2=(1-\gamma)/(1+\gamma)$, hence $2\eta/(1+\eta^2)=\eta(1+\gamma)=-Z\alpha$. Therefore

$$a=-Z\alpha\,4Z^2\frac{\Gamma(2\gamma-1)}{\Gamma(2\gamma+1)}=-\frac{2Z^3\alpha}{\gamma(2\gamma-1)}.$$

This requires $\gamma>1/2$, or $Z\alpha<\sqrt3/2$. At that point and beyond it the integral diverges at the origin, and the point-dipole model has no finite splitting.

**Q.** What does the altered magnetic field do by itself?

**A.** That is the magnetic loop: the electron state stays fixed and the dipole field is dressed. Relative to the bare splitting,

$$ML=\frac1{\Gamma(2\gamma-1)}\int_0^\infty d\xi\,\xi^{2\gamma-2}e^{-\xi}S_{\rm mag}.$$

Let $x=Z/(Z+ct)$. Then $2crt=\xi(1-x)/x$, and the combined exponential is $e^{-\xi/x}$. The two terms in $1+2crt$ give

$$x^{2\gamma-1}+\frac{1-x}{x}\frac{\Gamma(2\gamma)}{\Gamma(2\gamma-1)}x^{2\gamma}
=x^{2\gamma-1}[1+(2\gamma-1)(1-x)].$$

Thus

$$ML=\frac{2\alpha}{3\pi}\int_1^\infty dt\,w\,x^{2\gamma-1}[2\gamma-(2\gamma-1)x].$$

**Q.** The nuclear charge is dressed too. Is its effect just an energy shift common to both hyperfine levels?

**A.** There is a common shift, but the Uehling potential $U=-(Z/r)S_{\rm el}$ also changes the electron wave function, and with it the hyperfine integral. This is the electric loop. Let $h$ be the radial Dirac operator and $\varphi$ the normalized 1s pair $(G,F)$. The second-order energy linear in $U$ and in $O$, divided by $a$, is

$$EL=\frac{2\langle\varphi|U|\delta\varphi\rangle}{a},\qquad
\delta\varphi=\sum_{n\ne1s}\frac{|n\rangle\langle n|O|\varphi\rangle}{E-E_n}.$$

The dipole also mixes in $d_{3/2}$, but the spherical $U$ cannot connect that back to 1s, so the $s_{1/2}$ radial problem suffices. Applying $h-E$ removes the sum:

$$(h-E)\delta\varphi=(a-O)\varphi,\qquad\langle\varphi|\delta\varphi\rangle=0.$$

**Q.** An infinite sum has become a differential equation. Can you actually solve it?

**A.** Yes, in closed form. Drop the common normalization and write $e_0=(1,\eta)$, $D=2\gamma-1$. The source contains $r^{\gamma-2}$ and $r^\gamma$, which suggests

$$\delta\varphi=r^\gamma e^{-Zr}\Big[\frac{u}{r}+Le_0\ln r+We_0+\binom0b+Ye_0r\Big].$$

On $r^se^{-Zr}v$, the operator $h-E$ gives $e^{-Zr}(r^{s-1}M_sv+r^sKv)$, with

$$M_s=\begin{pmatrix}-Z&-c(s+1)\\c(s-1)&-Z\end{pmatrix},\quad
K=\begin{pmatrix}c^2(1-\gamma)&cZ\\-cZ&-c^2(1+\gamma)\end{pmatrix}.$$

Both $M_\gamma$ and $K$ annihilate $e_0$. On the terms $L\ln r$ and $Yr$, what survives is the derivative of the prefactor, which produces $c(-\eta,1)$.

At order $r^{\gamma-2}$, $M_{\gamma-1}u=-(\eta,1)$. Its solution is $u=(1,3\eta)/(cD)$: the first row gives $(-Z-3c\gamma\eta)/(cD)=-\eta$, and the second gives $[c(\gamma-2)-3Z\eta]/(cD)=-1$.

At order $r^{\gamma-1}$, $Ku=(-2c(1-\gamma),2Z)/D$, and the two rows are

$$-2c(1-\gamma)/D-c(1+\gamma)b-cL\eta=0,$$
$$2Z/D-Zb+cL=0.$$

The second gives $cL=Zb-2Z/D$. Inserting it in the first and using $Z\eta=-c(1-\gamma)$ gives $-4c(1-\gamma)/D-2c\gamma b=0$. Hence

$$b=-\frac{2(1-\gamma)}{\gamma D},\qquad L=-\frac{2Z}{c\gamma D}.$$

At order $r^\gamma$, the second row is $-c^2(1+\gamma)b+cY=a\eta$. Here $a\eta=2Z^2(1-\gamma)/(\gamma D)$ and $c^2(1+\gamma)b=-2Z^2/(\gamma D)$, so $Y=-2Z^2/(cD)$. The first row, $cZb-cY\eta=a$, then holds: its left side is $-2cZ(1-\gamma)(1+\gamma)/(\gamma D)=-2Z^3/(c\gamma D)$.

**Q.** You still have the constant $W$, and a two-component function to average.

**A.** $U$ multiplies both components equally, so only the ratio $\varphi^\dagger\delta\varphi/\varphi^\dagger\varphi$ is needed. Its $1/r$ coefficient is

$$\frac{1+3\eta^2}{cD(1+\eta^2)}=\frac{2-\gamma}{cD}.$$

Multiplication by $2/a=-c\gamma D/Z^3$ turns the ratio into

$$g=\frac1{Z^2}\Big[-\frac{2\gamma(2-\gamma)}\xi+2\ln\xi+C+\gamma\xi\Big].$$

Here $C$ absorbs $W$, $b$ and the change from $\ln r$ to $\ln\xi$. Orthogonality means $\langle g\rangle=0$. The averages $\langle1/\xi\rangle=1/(2\gamma)$, $\langle\xi\rangle=2\gamma+1$ and $\langle\ln\xi\rangle=\psi(2\gamma+1)$, with $\psi=\Gamma'/\Gamma$, fix

$$C=2-\gamma-2\psi(2\gamma+1)-\gamma(2\gamma+1).$$

Now $EL=\langle Ug\rangle$ and $U=-(2Z^2/\xi)S_{\rm el}$. For each $t$, the terms of $Z^2g$ average with $e^{-2crt}/\xi$ to

$$-\frac{2-\gamma}{2\gamma-1}x^{2\gamma-1}
+\frac{x^{2\gamma}}{2\gamma}[2\psi(2\gamma)+2\ln x+C]+\gamma x^{2\gamma+1}.$$

The logarithm was integrated by differentiating $\int\xi^{p-1}e^{-\xi/x}d\xi=\Gamma(p)x^p$ with respect to $p$. Since $\psi(2\gamma+1)=\psi(2\gamma)+1/(2\gamma)$, the digamma functions cancel:

$$2\psi(2\gamma)+C=2-2\gamma-2\gamma^2-1/\gamma.$$

With the factor $-2$ from $U$,

$$\begin{aligned}EL=\frac{4\alpha}{3\pi}\int_1^\infty dt\,w\Big\{&\frac{2-\gamma}{2\gamma-1}x^{2\gamma-1}-\gamma x^{2\gamma+1}\\
&+\frac{x^{2\gamma}}{2\gamma}\Big[2\gamma^2+2\gamma-2+\frac1\gamma-2\ln x\Big]\Big\}.\end{aligned}$$

**Q.** Do these expressions behave sensibly for weak binding?

**A.** As $Z\alpha\to0$, $\gamma\to1$ and $x\to Z\alpha/t$. Both loops become $(4\alpha/3\pi)Z\alpha\int w\,dt/t$. With $t=\sec\theta$,

$$\int_1^\infty\frac{w}{t}dt=\int_0^{\pi/2}\sin^2\theta\Big(1+\frac{\cos^2\theta}{2}\Big)d\theta=\frac\pi4+\frac\pi{32}=\frac{9\pi}{32},$$

so each loop tends to $\frac38\alpha(Z\alpha)$.

The next order separates them. For $\gamma=1$, the $ML$ integrand is $2x-x^2\simeq2Z\alpha/t-3(Z\alpha)^2/t^2$, a reduction. The $EL$ bracket is $Z\alpha/t+(Z\alpha)^2[\frac12-\ln(Z\alpha/t)]/t^2$, an increase. At $Z=1$ the ratios to the leading value are accordingly 0.995 and 1.020.

**Q.** What happens for a genuinely heavy ion?

**A.** Take $Z=80$, $I=1/2$ and a moment of one nuclear magneton as model parameters. Then $Z\alpha=0.5838$ and $\gamma=0.8119$. For $I=1/2$, $\mathbf I\cdot\mathbf J$ runs from $-3/4$ to $1/4$, so the splitting equals $A_{\rm hfs}$. The nonrelativistic value is 1.0775 eV, and the Dirac factor is $1/[\gamma(2\gamma-1)]=1.974$:

$$1.0775\times1.974=2.127\ \text{eV}.$$

The relative corrections are $ML=0.002259$ and $EL=0.006952$. Hence

$$2.1274\times0.002259=0.00481\ \text{eV},$$
$$2.1274\times0.006952=0.01479\ \text{eV}.$$

Together they add 0.0196 eV, or 0.92 percent of the Dirac splitting, giving 2.147 eV in this model. Both signs are positive: the dipole's vector potential is strengthened at short range, and the stronger nuclear attraction raises the hyperfine integral.

**Q.** The electric loop is three times the magnetic one, although they began equal. I suspect the long perturbation calculation.

**A.** It was tested by another route: the radial Dirac equation was solved numerically with a fraction $\pm0.25$ of $U$ included, and the hyperfine integral was differentiated with respect to that fraction. The integration starts at the tiny but finite radius $10^{-14}/(2Z)$. A finite start is needed in principle: $S_{\rm el}$ grows logarithmically toward the origin, so with added attraction kept to all orders a strict point nucleus has no finite hyperfine integral. This gives 0.0069525, against 0.0069524 from the formula.

The growth also has an analytic counterpart. For large $t$, $w\sim1/t$ and $x\sim Z\alpha/t$, so $\int w\,x^{2\gamma-1}dt$ grows as $1/(2\gamma-1)$ when $\gamma\to1/2$. That is the singularity of $ML$. In $EL$ the same integral has a further coefficient $1/(2\gamma-1)$, making it doubly singular. At $Z=80$, $2\gamma-1=0.62$, so this limit is used here only to show the trend. Close to the limit the relative correction $EL$ is no longer small, and the first-order treatment of the loop itself fails.

**Q.** Large short-distance contributions make me distrust a point nucleus.

**A.** With reason. Inside $7\times10^{-5}$ angstrom, a rough heavy-nucleus radius, arise 10 percent of the bare hyperfine integral, 36 percent of the magnetic-loop integral and 37 percent of the electric-loop integral $\langle Ug\rangle$. The last share depends on how the second-order energy is written: as a hyperfine integral over the Uehling-perturbed state it is about 41 percent. These shares show sensitivity; they are not finite-size corrections, since a real charge distribution also changes the wave function and $U$. For a uniformly charged sphere of that radius with a point dipole, the relative corrections fall to about $ML=0.0017$ and $EL=0.0045$, together about 0.62 percent instead of 0.92. The printed digits specify the point model, not the accuracy of a prediction for an ion.

Such a prediction would need the nuclear charge and magnetization distributions, the electron self-energy, vacuum polarization of higher order in the nuclear field (Wichmann–Kroll terms), recoil and higher loops. The numerical output below gives the two loop corrections for several $Z$ within the point model. Its columns $S_{\rm el}$ and $S_{\rm mag}$ are relative changes of the scalar and vector potentials. $S_{\rm el}$ is not the change of the electric field: that field is $-K'$, so it is multiplied by $1+S_{\rm mag}$. The radial component of the dipole's magnetic field carries the same factor $1+S_{\rm mag}$, while its polar component carries $1+S_{\rm mag}-rS_{\rm mag}'$.

## Table of computed values

```
nuclear charge Z: 80
nuclear spin 1/2, moment 1 nuclear magneton, point nucleus
Z*alpha: 0.583788   gamma: 0.811906
ratio F/G = eta: -0.322196
Z at which gamma = 1/2: 118.68
reduced Compton length: 0.003862 angstrom
1s length 1/Z: 0.006615 angstrom
moment integral of w/t: 0.88357293
r (angstrom), S_el, S_mag (relative field changes):
  0.000100  3.5665e-03  5.0236e-03
  0.001000  7.1974e-04  1.5705e-03
  0.003862  5.5643e-05  2.1924e-04
  0.010000  8.5831e-07  6.2848e-06
splitting, nonrelativistic: 1.077485 eV
splitting, Dirac: 2.127413 eV
relativistic factor: 1.97442
ML relative: 0.0022586
EL relative: 0.0069524
EL relative from Dirac eigenstates: 0.0069525
leading (3/8)alpha(Z alpha), each loop: 0.0015975
ML/leading: 1.4138   EL/leading: 4.3519
ML correction: 0.004805 eV
EL correction: 0.014791 eV
sum of both loops: 0.019596 eV
sum of both loops, relative: 0.0092110
splitting with both loops: 2.147009 eV
Uehling shift of 1s level: -45.6370 eV
share of radial integrals from r < 7.0e-05 angstrom:
  zeroth order: 0.0999
  magnetic loop: 0.3568
  electric loop: 0.3716
Z, ML, EL, ML/leading, EL/leading:
   1 1.9877e-05 2.0370e-05 0.9954 1.0201
  20 3.8540e-04 5.1048e-04 0.9650 1.2782
  40 8.0598e-04 1.3318e-03 1.0090 1.6673
  60 1.3592e-03 2.9040e-03 1.1344 2.4237
  80 2.2586e-03 6.9524e-03 1.4138 4.3519
```
